# Circular light and electron spin at Gamma in the Kane model

Circularly polarized light shines on a zinc-blende semiconductor whose direct gap lies at the zone centre, Gamma. With the photon energy just above the gap, the electrons lifted into the conduction band are spin polarized: three of every four have the same spin. Yet the light acts on the orbital motion and not on the spin. Where does the polarization come from, why is it one half, and what happens when the split-off valence band is excited too?

## 1. A start without spin-orbit coupling

Atomic units are used in the algebra. At Gamma the conduction band has an s-like orbital $S$, and the valence band top has three p-like orbitals $X,Y,Z$, all chosen real. Each comes with spin up or down along $z$.

The light travels along $z$. The part of its field that causes absorption varies as $e^{-i\omega t}$ and has the polarization vector

$$\mathbf e=\frac{\hat x+i\hat y}{\sqrt2}.$$

The transition operator is $\mathbf e\cdot\mathbf p=(p_x+ip_y)/\sqrt2$. The photon momentum and the small spin-orbit part of the velocity are neglected, so this operator leaves spin alone. By the golden rule, the strength of a transition is the squared modulus of its matrix element.

Symmetry fixes the matrix elements. A half-turn about $x$ keeps $S$, $X$ and $p_x$ but reverses $Y$, $Z$, $p_y$ and $p_z$. Therefore $\langle S|p_y|X\rangle$ equals minus itself and vanishes, as does $\langle S|p_x|Y\rangle$. The half-turns about $y$ and $z$ remove the other mixed elements. The threefold rotation $x\to y\to z\to x$ makes the remaining three equal:

$$\langle S|p_i|X_j\rangle=p\,\delta_{ij},\qquad (X_1,X_2,X_3)=(X,Y,Z).$$

Now define

$$|-\rangle=\frac{X-iY}{\sqrt2},\qquad |0\rangle=Z,\qquad |+\rangle=-\frac{X+iY}{\sqrt2}.$$

The first orbital gives

$$\langle S|\mathbf e\cdot\mathbf p|-\rangle=\tfrac12\left(\langle S|p_x|X\rangle-i^2\langle S|p_y|Y\rangle\right)=\tfrac12(p+p)=p.$$

For $|+\rangle$ the result is $-\tfrac12(p+i^2p)=0$, and for $|0\rangle$ it is zero because $\mathbf e$ has no $z$ component. Thus only $|-\rangle$ absorbs, with strength $|p|^2$ for either spin.

Let $N_\uparrow$ and $N_\downarrow$ be the numbers of electrons created with each spin, and let

$$P=\frac{N_\uparrow-N_\downarrow}{N_\uparrow+N_\downarrow}.$$

Here $P=0$. The light selects an orbital rotation, but nothing yet ties that rotation to spin.

## 2. Spin-orbit coupling ties them together

The spin-orbit operator is proportional to $\mathbf h\cdot\boldsymbol\sigma$, with $\mathbf h=\nabla V\times\mathbf p$. Between real orbitals $\mathbf h$ has imaginary, antisymmetric matrices. The half-turns allow $h_z$ to connect $X$ with $Y$ but forbid $h_x$ and $h_y$ from doing so; the threefold rotation gives the other pairs the same constant. Hence, inside the p-like set, $\mathbf h$ is proportional to

$$(L_i)_{jk}=-i\epsilon_{ijk}.$$

These are the matrices of an angular momentum with $L=1$. For instance, $L_zX=iY$ and $L_zY=-iX$, so $L_z|\pm\rangle=\pm|\pm\rangle$. We write

$$H_{\rm so}=\frac{\Delta}{3}\,\mathbf L\cdot\boldsymbol\sigma,\qquad \Delta>0.$$

With spin $\mathbf s=\boldsymbol\sigma/2$ and $\mathbf J=\mathbf L+\mathbf s$, squaring gives $\mathbf J^2=\mathbf L^2+\mathbf s^2+\mathbf L\cdot\boldsymbol\sigma$. Therefore

$$\mathbf L\cdot\boldsymbol\sigma=J(J+1)-2-\tfrac34=
\begin{cases}1,&J=\tfrac32,\\-2,&J=\tfrac12.\end{cases}$$

The energies are $\Delta/3$ and $-2\Delta/3$. With the valence top as zero they become $0$ for the four $J=\tfrac32$ states and $-\Delta$ for the two split-off states.

The state with $m_J=-\tfrac32$ must have both parts at their lowest values:

$$|\tfrac32,-\tfrac32\rangle=|-\rangle\downarrow .$$

Apply $J_+=L_++s_+$ to it. On the left the factor is $\sqrt{\tfrac{15}{4}-\tfrac34}=\sqrt3$. On the right, $L_+|-\rangle=\sqrt2\,|0\rangle$ and $s_+\downarrow=\uparrow$. So

$$|\tfrac32,-\tfrac12\rangle=\sqrt{\tfrac13}\,|-\rangle\uparrow+\sqrt{\tfrac23}\,|0\rangle\downarrow .$$

There are two product states with $m_J=-\tfrac12$. The combination orthogonal to the one just found belongs to $J=\tfrac12$:

$$|\tfrac12,-\tfrac12\rangle=\sqrt{\tfrac23}\,|-\rangle\uparrow-\sqrt{\tfrac13}\,|0\rangle\downarrow .$$

States with positive $m_J$ contain $|0\rangle$ and $|+\rangle$ but no $|-\rangle$, so they do not absorb this light. For the others, the strength is $|p|^2$ times the weight of $|-\rangle$:

| Initial state | Final spin | Strength$/|p|^2$ |
|---|---|---:|
| heavy hole, $m_J=-\tfrac32$ | down | $1$ |
| light hole, $m_J=-\tfrac12$ | up | $\tfrac13$ |
| split-off, $m_J=-\tfrac12$ | up | $\tfrac23$ |

The heavy-to-light ratio is $1:\tfrac13=3:1$. In each case $m_J$ rises by one, as it must when the photon supplies one unit of angular momentum.

If all $J=\tfrac32$ states are equally excited and the split-off states are not excited,

$$P=\frac{\tfrac13-1}{\tfrac13+1}=-\frac12 .$$

The minus sign means that most electrons have spin opposite to the photon's angular momentum. Reversing the helicity exchanges $|-\rangle$ with $|+\rangle$ and up with down, giving $P=+\tfrac12$. These values hold at the moment of creation; spin relaxation comes later, and electron-hole attraction is left out.

## 3. Letting the split-off states in

Give each split-off state the weight $w$ relative to a $J=\tfrac32$ state. Then $N_\uparrow\propto\tfrac13+\tfrac23w$ and $N_\downarrow\propto1$. Multiplying numerator and denominator by 3,

$$P(w)=\frac{1+2w-3}{1+2w+3}=-\frac{1-w}{2+w}.$$

At $w=0$ this is $-\tfrac12$, at $w=\tfrac12$ it is $-0.2$, and at $w=1$ it is zero.

The zero has a simple reason. Define the spin matrix of the created electrons,

$$\rho_{ss'}=\sum_v\langle S s|\mathbf e\cdot\mathbf p|v\rangle\langle v|(\mathbf e\cdot\mathbf p)^\dagger|S s'\rangle .$$

The valence states enter through the projector $\sum_v|v\rangle\langle v|$. When all six have equal weight, this is the projector on the three orbitals times the unit matrix in spin. The operator is spin independent, so $\rho=|p|^2\mathbf 1$: equal numbers up and down. We are back at the result of section 1. Spin-orbit coupling has rearranged the six states but has not changed the space they span.

The same formula settles an apparent difficulty. At Gamma the heavy and light holes are degenerate, so any orthogonal mixture of the four states is as good as ours. The separate strengths 3 and 1 refer to states quantized along the light's axis. The projector on all four, and hence $P=-\tfrac12$, does not depend on that choice.

If strain or confinement along $z$ separates the two levels while keeping this axis, $m_J$ remains a good label, so the final spins in the table still hold and the heavy-hole row is unchanged. Exciting heavy holes alone would then give $P=-1$ at the absorption edge; at higher photon energy the mixing at finite $k$ reduces its size somewhat (to about $-0.95$ just below the light-hole edge for a splitting near $50$ meV in the model of section 5). The light-hole and split-off states share $m_J=-\tfrac12$ and are mixed by such a perturbation, so their strengths change at first order in the splitting divided by $\Delta$: with the heavy holes on top, a splitting of only $0.16\Delta$ already moves $\tfrac13$ and $\tfrac23$ to about $0.47$ and $0.53$.

## 4. A small step away from Gamma

Real absorption above the gap occurs at nonzero $\mathbf k$, and $\mathbf k$ has its own direction $\mathbf n$. Does the result survive?

The coupling $\mathbf k\cdot\mathbf p$ connects $S$ with the p orbital along $\mathbf n$, called $N$. It conserves the component of $\mathbf J$ along $\mathbf n$. States with component $\pm\tfrac32$ contain no $N$ and are not shifted by $S$; those with $\pm\tfrac12$ contain $N$ with weight $\tfrac23$ and are pushed down. With this coupling alone, the heavy and light holes are therefore quantized along $\mathbf n$, not along $z$. Coupling to more distant bands is left out; it adds terms of cubic symmetry, so the angular formulas below belong to this isotropic model. For now let $k$ be so small that these shifts are far below $\Delta$ and the gap.

Let $c=\cos\theta$ be the cosine of the angle between $\mathbf n$ and $z$. Choose

$$\mathbf n=(\sin\theta,0,\cos\theta),\quad \mathbf u=(\cos\theta,0,-\sin\theta),\quad \mathbf v=(0,1,0),$$

a right-handed set with $\mathbf u\times\mathbf v=\mathbf n$. Let $U,V$ be the orbitals along $\mathbf u,\mathbf v$, and let $\Uparrow,\Downarrow$ be spins along $\mathbf n$. Apart from phases, the heavy-hole states are

$$\frac{U-iV}{\sqrt2}\Downarrow,\qquad \frac{U+iV}{\sqrt2}\Uparrow .$$

Since $\mathbf e\cdot\mathbf u=c/\sqrt2$ and $\mathbf e\cdot\mathbf v=i/\sqrt2$, their amplitudes are

$$\frac p{\sqrt2}\,\frac{c-i^2}{\sqrt2}=\frac{p(1+c)}2,\qquad
\frac p{\sqrt2}\,\frac{c+i^2}{\sqrt2}=-\frac{p(1-c)}2 .$$

In units of $|p|^2$, the total heavy-hole strength is

$$T_h=\frac{(1+c)^2+(1-c)^2}{4}=\frac{1+c^2}{2}.$$

The excess of $\Uparrow$ over $\Downarrow$ is $[(1-c)^2-(1+c)^2]/4=-c$. A spin along $\mathbf n$ has mean $\sigma_z=c$, so the net spin along $z$, meaning up minus down, is

$$D_h=-c^2 .$$

The four $J=\tfrac32$ states together still give total $\tfrac43$ and net $\tfrac13-1=-\tfrac23$. Subtraction gives the light holes:

$$T_l=\frac43-\frac{1+c^2}{2},\qquad D_l=c^2-\frac23 .$$

For $\mathbf k$ along the light, $c=1$ and $T_h:T_l=1:\tfrac13$, the ratio found before. For $\mathbf k$ perpendicular to it, $c=0$ and $T_h:T_l=\tfrac12:\tfrac56$; the heavy holes then give no net spin along $z$.

Over all directions the mean of $c^2$ is $\tfrac13$. Both bands then have mean total $\tfrac23$ and mean net spin $-\tfrac13$, so each gives $P=-\tfrac12$. Their different densities of states do not disturb the result at this order. The 3:1 ratio, however, is not the ratio of the direction-averaged absorption of the two bands, for which the mean strengths are equal.

## 5. Can a real photon energy produce the zero?

To reach the split-off band, the photon energy must exceed the gap by $\Delta$. That does not guarantee equal weights, and the required $k$ may no longer be small. An eight-band Kane model with round parameters shows both effects: gap $1.50$ eV, $\Delta=0.30$ eV and momentum parameter $|p|=10$ eV Å. Its Hamiltonian contains the Gamma energies, the coupling $\mathbf k\cdot\mathbf p$ and the free-electron term $k^2/2$. Coupling to other bands is omitted, so the heavy-hole band keeps only the free-electron term and curves upward, the wrong sign for a real valence band; the numbers describe this model, not a material.

For each photon energy, a numerical root search finds the $k$ at which each valence band is in resonance. Its weight is the joint density of states, proportional to $k^2/|dE_{cv}/dk|$, where $E_{cv}$ is the conduction-valence energy difference. Strengths and spins come from the diagonalized Hamiltonian and are averaged over directions. The last column leaves out transitions from the split-off band.

| Photon energy (eV) | $P$, all bands | $P$, without split-off |
|---:|---:|---:|
| 1.501 | $-0.500$ | $-0.500$ |
| 1.65 | $-0.481$ | $-0.481$ |
| 1.75 | $-0.443$ | $-0.443$ |
| 1.85 | $-0.236$ | $-0.384$ |
| 2.00 | $-0.131$ | $-0.285$ |

Near the gap the value is $-\tfrac12$. The split-off band begins to contribute at $1.80$ eV. At $1.85$ and $2.00$ eV it strongly reduces the size of the polarization, which has still not vanished at $2.00$ eV. There the bands contribute as follows:

| Band | Resonant $k$ (Å$^{-1}$) | Share of absorption | Band $P$ |
|---|---:|---:|---:|
| heavy | 0.102 | 0.547 | $-0.499$ |
| light | 0.083 | 0.328 | $+0.073$ |
| split-off | 0.050 | 0.125 | $+0.946$ |

The total is the average of the band values weighted by absorption:

$$P=0.547(-0.499)+0.328(0.073)+0.125(0.946)\approx-0.131 .$$

Two effects set this value. The first is the unequal density of states, which favours the heavy holes and pulls $P$ toward negative values. Relative to the heavy holes, the joint-density weights are $0.614$ for light holes and $0.227$ for split-off holes. If the small-$k$ strengths still held, each band would have the same mean strength, with $P=-\tfrac12,-\tfrac12,+1$, and we should find

$$P=\frac{-\tfrac12(1+0.614)+0.227}{1+0.614+0.227}\approx-0.315 .$$

The full model gives $-0.131$, so the states themselves must have changed. The light-hole value shows this most clearly: it has moved from $-\tfrac12$ to slightly above zero.

The opposite limit explains the direction of that move. Suppose the $\mathbf k\cdot\mathbf p$ shift is much larger than $\Delta$. The orbital $N$, with either spin, then mixes with $S$: the lower combination is pushed far down and forms the lowest valence branch, and the upper one is the conduction state. Four states made from $U$ and $V$ remain. Among them $L_u$ and $L_v$ have no matrix elements, because they lead to $N$, so spin-orbit coupling reduces to $(\Delta/3)L_n\sigma_n$. Its upper pair, with orbital rotation and spin parallel, is the heavy-hole pair. Its lower pair is now the light-hole pair,

$$\frac{U-iV}{\sqrt2}\Uparrow,\qquad \frac{U+iV}{\sqrt2}\Downarrow .$$

These have the heavy-hole orbitals with the spins exchanged. Their total is again proportional to $(1+c^2)/2$, but the net spin is proportional to $+c^2$. The directional average is $P=+\tfrac12$. The light-hole polarization therefore starts at $-\tfrac12$ for small $k$ and tends to $+\tfrac12$ for large $k$; the argument fixes these two limits, not the path between them.

At $2.00$ eV the light holes lie between these limits. With $k=0.083$ Å$^{-1}$, the second-order estimate of the shift of $N$ is

$$\frac{(|p|k)^2}{E_g}=\frac{(10\times0.083)^2}{1.50}\approx0.46\ \text{eV},$$

where $E_g$ is the gap. The estimate overshoots; the exact two-level shift, $\sqrt{E_g^2/4+(|p|k)^2}-E_g/2$, is about $0.37$ eV. Either value is comparable with $\Delta=0.30$ eV, so the light and split-off states are strongly mixed: the light-hole state has weight about $0.30$ on the $J=\tfrac12$ states. This mixing accounts for most of the move. With a pure $S$ final state the light-hole value would be about $-0.02$, and the admixture of $N$ into the conduction state supplies the rest.

The zero derived in section 3 requires equal excitation of all six band-edge states, and none of the tabulated photon energies produces it. At higher energies $P$ stays negative in this model and only approaches zero (about $-0.05$ at $2.5$ eV and $-0.03$ at $3.0$ eV), mainly because the light holes tend to $+\tfrac12$ and cancel the heavy holes; a model built at Gamma no longer describes a real crystal there. Crossing the split-off threshold brings in electrons of the opposite spin, but the remaining polarization depends on the densities of states and on the mixing at finite $k$.

Numbers in the example were calculated in double precision.
